Centre-to-edge voltage drop in a copper-coated wafer during electropolishing

**Problem**

A wafer 300 mm in diameter carries a copper film on an insulating layer. The film is the anode of an electropolishing cell. A contact ring feeds current into it all round the wetted edge, and copper dissolves at a uniform 20 mA/cm² over the whole face.

(a) Estimate the voltage between the edge and the centre of the film when it is 1 µm thick and when it is 50 nm thick. Take 1.7 µΩ cm as a rough bulk resistivity of copper.

(b) A 50 nm film is hardly thicker than the distance an electron travels between collisions. How does this change the estimate?

(c) Can the current really be uniform in the presence of such a drop, and what happens if it is not?

(d) How much is added if the ring is replaced by 36 separate fingers, each 2 mm wide?

**Solution**

**(a) The drop for uniform dissolution**

Let R be the wafer radius, t the film thickness, ρ its resistivity and j the current density leaving its face. The potential V in the film depends on the distance r from the centre. It hardly varies through the thickness: even if the whole current crossed the full 1 µm, the voltage would be about ρjt = 1.7×10⁻⁶ × 0.020 × 10⁻⁴ V, or 3×10⁻¹² V. The film can therefore be treated as a sheet of resistance

R_s = ρ/t

per square.

Conventional current enters at the rim, flows inward through the copper and leaves into the bath as copper ions. Let K(r) be the inward current per unit length of a circle of radius r. In steady conduction, the current crossing that circle must equal the current leaving the face inside it:

2πr K(r) = πr² j,

K(r) = jr/2.

The sheet current is zero at the centre and largest at the rim. Current flows from high to low potential, so an inward current requires V to rise outward. Ohm's law for the sheet is then

dV/dr = R_s K = R_s j r/2.

Integration from the centre gives

V(r) − V(0) = R_s j r²/4,

and at the rim

ΔV = V(R) − V(0) = R_s j R²/4 = ρjR²/(4t).

One factor of 1/2 comes from the ratio of area to circumference, the other from integrating r. The rim is the more positive point. Since the potential grows as r², the inner half of the radius accounts for one quarter of the drop and the outer half for three quarters. A ring of given radial width therefore contributes most when it lies at the rim. Rings of equal area dA contribute equally wherever they lie, since R_s j r dr/2 = R_s j dA/(4π).

For the wafer, R = 15 cm and j = 0.020 A/cm². The total current is π × 15² × 0.020 = 14.1 A, and the sheet current at the rim is 0.020 × 15/2 = 0.15 A/cm.

For the 1 µm film,

R_s = 1.7×10⁻⁶/10⁻⁴ = 0.017 Ω per square,

ΔV = 0.017 × 0.020 × 15²/4 = 0.019 V, or 19 mV.

For the 50 nm film the sheet resistance is twenty times larger:

R_s = 0.34 Ω per square,

ΔV = 0.34 × 0.020 × 15²/4 = 0.38 V, or 380 mV.

**(b) The resistivity of the thin film**

The electron mean free path λ follows from the bulk resistivity ρ₀ in the free-electron model. Let n be the electron density, m the electron mass, τ the mean time between collisions and v_F the Fermi speed. Then

ρ₀ = m/(ne²τ), λ = v_F τ, m v_F = ħk_F.

Eliminating τ and v_F gives

λ = ħk_F/(ne²ρ₀).

The Fermi wavenumber k_F follows from filling a sphere in wavevector space with two electrons per state:

n = 2 × (4πk_F³/3)/(2π)³ = k_F³/(3π²).

One conduction electron per atom, with a density of 8.96 g/cm³ and a molar mass of 63.55 g/mol, gives n = 8.49×10²² cm⁻³. Hence k_F = 13.6 nm⁻¹ and λ = 39 nm. The thinner film is thus 1.3 mean free paths thick.

Suppose that both surfaces scatter diffusely, so that an electron leaving a surface has lost all memory of the field. Let a be the time since an electron's last collision, and let x be the field direction. For electrons at the Fermi surface moving along a unit vector u, the change in occupation caused by the field is proportional to u_x a. Each such electron carries a current proportional to u_x, so the conductivity is proportional to the average of u_x² a. In bulk copper the average of a is τ and that of u_x² is 1/3. Therefore

ρ₀/ρ = 3⟨u_x² a⟩/τ.

Consider an electron at distance z from the surface it is moving away from, with μ the magnitude of the cosine of its angle to the film normal. Tracing its path backward, the surface lies at distance z/μ. The chance of having had no bulk collision for a time a is e^(−a/τ), and a cannot exceed z/(μv_F). The mean time since the last collision is therefore

∫₀^(z/μv_F) e^(−a/τ) da = τ[1 − e^(−z/(μλ))].

Averaging over z from 0 to t, with κ = t/λ, gives

τ[1 − (μ/κ)(1 − e^(−κ/μ))].

The average of u_x² over directions around the film normal is (1 − μ²)/2, and μ is uniformly distributed between 0 and 1. Thus

ρ₀/ρ = (3/2) ∫₀¹ (1 − μ²)[1 − (μ/κ)(1 − e^(−κ/μ))] dμ.

For a thick film the exponential is negligible. Since ∫₀¹(1 − μ²)μ dμ = 1/4, the right side becomes 1 − 3/(8κ). At 1 µm, κ is about 26 and the resistivity rises by 1.5%, which leaves the drop at 19 mV. At 50 nm, numerical integration gives ρ/ρ₀ = 1.35, so the drop becomes

ΔV = 1.354 × 382.5 mV = 518 mV,

or about 0.52 V. The ratio of the two drops is 20 × 1.354/1.015 = 26.7, larger than the thickness ratio of 20 because the resistivity has also changed.

Grain boundaries scatter electrons too, and their effect depends on how the film was deposited and annealed. As a rough allowance, a total resistivity of twice the bulk value at 50 nm gives 765 mV. In the Mayadas-Shatzkes model of boundary scattering, with a reflection coefficient of 0.25 to 0.4, this needs grains of about 26 to 53 nm when boundary and surface scattering are treated together (28 to 56 nm if their separate resistivity increases are simply added). A film polished down from 1 µm keeps the grains it had. Grains that fine would also raise the 1 µm drop from 19 to 32 mV, while grains 1 µm across leave the 50 nm drop at about 0.53 V. The thin-film answer is therefore about half a volt with fully diffuse surfaces alone, and perhaps three quarters of a volt in a fine-grained film. Fully diffuse scattering is the largest surface effect in this model: if half the electrons reflect specularly, ρ/ρ₀ is 1.16 and the drop is 0.44 V.

**(c) Is uniform current consistent with this drop?**

The calculation imposed a uniform j. An anode does not provide one automatically, because the rim is driven harder than the centre. Electropolishing offers a way out: over a range of potential, dissolution can be limited by transport in the liquid next to the metal. On this limiting-current plateau j hardly depends on potential. It is uniform if transport is equally fast everywhere and every part of the wafer lies on the plateau.

With uniform current, a uniform gap, a flat cathode of uniform potential facing the wafer and an insulating cell wall at the wetted edge, the voltage lost in the bath is the same at every radius. The interfacial potential then varies across the wafer by ΔV. In a wider cell the current spreads outward, less voltage is lost in the bath at the rim, and the difference adds to ΔV. For a bath of 10 Ω cm with the wall 2 cm outside the rim, it is 0.10 V for a 1 cm gap and 0.35 V for a 4 cm gap. The wall is taken to be at the edge in what follows. The condition for consistency is

ΔV < plateau width.

Take a rough plateau width of 1 V. The 1 µm film uses 2% of it, or 3% if it is fine-grained. The 50 nm film uses 52% with surface scattering alone and about 77% with the rough allowance for grains. A plateau only 0.5 V wide would already be used up at 51 nm with surface scattering alone. With the 1 V width, uniform current is possible in both films, but the cell voltage must be set more carefully for the thin one: the centre must be above the lower end of the plateau while the rim is still below the upper end.

The margin disappears as polishing continues. With surface scattering alone, solving ΔV = 1 V numerically, with the resistivity recalculated at each thickness, gives t = 30 nm. If the resistivity is instead held at twice the bulk value, the drop varies as 1/t and the limit is

t = 50 nm × 765/1000 = 38 nm.

The time left at that point follows from Faraday's law. Two electrons are removed for each dissolved atom, so at full current efficiency the film thins at

j/(2en) = 7.35 nm/s.

Going from 1 µm to 50 nm takes 950/7.35 = 129 s, and the last 50 nm would take 6.8 s. In this model the plateau can no longer cover the whole wafer during the last 4 to 5 s.

**If the current follows the voltage**

The opposite case to a plateau is a current proportional to the local driving voltage,

j(r) = V(r)/r_a,

where V is now measured from the potential at which the current vanishes. The area resistance r_a represents the bath and the interface together. This local law neglects sideways current in the bath and holds when the gap to the cathode is small compared with both R and the length 1/k = √(r_a/R_s) that appears below. At the same r_a, sideways current makes the distribution less even than the local law predicts: in the 50 nm example below, with 10 Ω cm² at the interface and 40 Ω cm² in a gap of 4 cm, the centre-to-rim ratio is 0.53 instead of 0.63. In a given bath a wider gap also raises r_a, and the current then becomes more even: for the same liquid and interface the ratio is 0.35 at 1 cm, 0.53 at 4 cm and 0.57 at 8 cm, and it levels off near 0.58 for still wider gaps. Charge balance for a narrow ring, with K = (1/R_s) dV/dr, gives

d(rK)/dr = r j(r),

V″ + V′/r = k²V, with k² = R_s/r_a.

Try a series of even powers, V = A(1 + c₁r² + c₂r⁴ + …), with c₀ = 1. The term c_p r^(2p) contributes 4p²c_p r^(2p−2) to the left side. Matching powers gives

c_p = k²c_(p−1)/(4p²), hence c_p = (k²/4)^p/(p!)².

The second independent solution is logarithmic at r = 0 and would require a point source of current there, so it is absent. Define

y = k²R²/4 = R_s R²/(4r_a).

The ratio of centre current to rim current is then

j(0)/j(R) = 1/S₀, with S₀ = 1 + y + y²/4 + y³/36 + …

To compare drops fairly, hold the total current πR²j fixed, where j now means the average density. The sheet current at the rim must still be jR/2, so

V′(R) = R_s jR/2.

Differentiating the series gives

V′(R) = (2Ay/R)S₂, with S₂ = 1 + y/2 + y²/12 + y³/144 + …

Therefore A = R_s jR²/(4yS₂). The drop is A(S₀ − 1) = AyS₁, where S₁ = 1 + y/4 + y²/36 + y³/576 + …, so

ΔV_linear = (R_s jR²/4) S₁/S₂.

When y is small, both series tend to 1 and the uniform result returns. The drop is smaller otherwise, because more of the current leaves near the rim and has less film to cross.

Choose r_a = 50 Ω cm², which corresponds to 1 V at 20 mA/cm². With the surface-limited sheet resistance of 0.460 Ω per square, the 50 nm film has

y = 0.460 × 15²/(4 × 50) = 0.518,

j(0)/j(R) = 0.63,

ΔV_linear = 459 mV.

The drop is 11% below the uniform value, but the centre now dissolves 37% more slowly than the rim. For the 1 µm film the current ratio is 0.98 and the drop remains 19 mV. At this r_a the voltage estimate changes much less than the evenness of removal does. A smaller r_a changes both strongly: at 5 Ω cm² the 50 nm film has a drop of 244 mV, 53% below the uniform value, and a current ratio of 0.055. Here 1/k is only 3.3 cm, and with 1 Ω cm² at the interface and 4 Ω cm² in a gap of 1.5 cm the ratio is 0.044.

This non-uniformity also feeds itself. Faster dissolution thins the rim, and all the current for the interior must pass through that thinner copper. If the rim clears first, the copper inside it loses its connection to the contact.

**(d) Contact fingers**

Return to uniform dissolution. Let N equal fingers cover a fraction f of the rim, and let each feed the same current, spread evenly over its width. The average sheet current at the rim is still K₀ = jR/2, but beneath a finger it is K₀/f. With the angle θ measured from the middle of a finger, its Fourier series is

K(R,θ) = K₀[1 + 2 Σ s_q cos(qNθ)], s_q = sin(πqf)/(πqf),

where q runs over 1, 2, 3, …

The constant term produces the drop found in (a). The other terms add potentials with no further loss of current to the bath, so these obey Laplace's equation in the sheet. The solutions that are finite at the centre are

A_q (r/R)^(qN) cos(qNθ).

Ohm's law at the rim requires A_q qN/R = 2R_s K₀ s_q, so

A_q = R_s jR² s_q/(qN).

The average of cos(qNθ) over the width of a finger is again s_q. The extra voltage between a finger and the centre is therefore

ΔV_f = (R_s jR²/N) Σ s_q²/q = ΔV × (4/N) Σ s_q²/q.

Each added term vanishes at the centre and averages to zero round the rim. The voltage from the average rim potential to the centre is consequently unchanged. The fingers add a local loss where the current is squeezed into the film.

Here f = 36 × 0.2/(2π × 15) = 0.076, and the sum, evaluated numerically, is 2.24. The extra drop is 4 × 2.24/36, or 25%, of ΔV. That is 5 mV for the 1 µm film and 129 mV for the 50 nm film with surface scattering.

**Results**

All cases are for uniform dissolution at 20 mA/cm². The last column is the total from a finger to the centre.

| Film and resistivity | R_s (mΩ/sq) | Ring ΔV (mV) | With fingers (mV) |
|---|---|---|---|
| 1 µm, bulk | 17 | 19 | 24 |
| 1 µm, diffuse surfaces | 17 | 19 | 24 |
| 50 nm, bulk | 340 | 380 | 480 |
| 50 nm, diffuse surfaces | 460 | 520 | 650 |
| 50 nm, twice bulk (rough) | 680 | 770 | 960 |

The last row nearly fills the assumed 1 V plateau. With fingers and twice the bulk resistivity, the limiting thickness rises from 38 nm to 38 × 1.25, or about 48 nm. The 25% is an average over a finger with evenly spread current. The middle of such a finger lies 27% above the ring value, which gives 49 nm, and a finger held at one potential gives 24%, or 47 nm.

**Reading the numbers for a real wafer**

The parameters are meant for copper polished on the limiting-current plateau in concentrated phosphoric acid. The plateau width and current depend on composition, temperature and stirring, so 1 V and 20 mA/cm² are round values to be replaced by those of the actual bath. The resistivity of a real film depends on its grains: the rough allowance for a fine-grained film moves the 50 nm drop from 0.52 to 0.77 V, while grains 1 µm across move it only to about 0.53 V. A measured sheet resistance removes this uncertainty, since ΔV = R_s jR²/4 needs neither ρ nor t separately. Separate contacts add the 25% found above, and a cell wider than the wafer adds the difference in bath voltage given in (c). If the thickness varies with radius, R_s must stay inside the integral of R_s(r)jr/2, and a thin ring of given radial width raises the drop most when it lies at the rim.

Two other effects are small here. A conducting barrier layer beneath the copper carries part of the current. For a layer 20 nm thick with a resistivity of 200 µΩ cm, its sheet resistance is 100 Ω per square, and its conductance is 0.5% of that of the 50 nm film with surface scattering. Such a barrier cannot replace the copper where the rim has cleared: at the full current, a bare ring 0.5 mm wide would add 0.75 V. With a ring contact, Joule heating in that film is greatest at the rim, where

R_s K² = 0.460 × 0.15² = 0.010 W/cm².

Carried across 0.1 mm of still liquid with a thermal conductivity of 0.5 W/(m K), this heat raises the film temperature by 0.02 K. At the middle of a finger with evenly spread current the sheet current is K₀/f, about 2 A/cm, and the heat is about 1.8 W/cm². The same rule then gives a local rise of about 3.5 K, before any spreading sideways or into the wafer. Toward the ends of the finger the current also runs along the rim and the heat is larger. Its mean over the finger width at the rim is about 2.4 W/cm², or 4.7 K by the same rule. A finger held at one potential gives only 0.7 W/cm² at its middle, but in the sheet model its heat grows without bound toward the ends. The mean is then 1.9 W/cm² if the last 10 µm at each end are left out and 2.7 W/cm² if the last 1 µm is. Heat released in the bath and at the interface is not included. A bath resistance of 40 Ω cm² releases 0.016 W/cm², and 1 V lost at the interface would release 0.020 W/cm², each more than the film releases at the rim with a ring contact.

Lowering the current reduces the drop in proportion at fixed thickness. To bring the 50 nm film back to the 19 mV of the 1 µm film, the current density would have to fall by the factor 26.7, to 0.75 mA/cm². This preserves uniform removal on a plateau if the limiting current itself is lowered, for example by slower transport in the liquid. That takes time. Let δ be the thickness of the diffusion layer at 20 mA/cm² and D the diffusion coefficient. In a stagnant-layer model, a layer allowed to grow 26.7 times thicker brings the current within 10% of its new value only after about 216 δ²/D, and about 120 nm of copper dissolves meanwhile for each second of δ²/D. For a disc at 100 rpm, with rough values of 0.3 cm²/s for the kinematic viscosity and 10⁻⁷ to 10⁻⁶ cm²/s for D, δ²/D is about 17 to 36 s, so slowing the transport once the film is 50 nm thick comes too late. Reducing the current by cell voltage alone would require taking the anode off the plateau, where the current again depends on the local potential.
